# The Kramers–Kronig Real Part of a Gaussian Absorption Line

A Gaussian absorption line centred at 2.5 eV, with a full width at half maximum of 0.6 eV and a peak height of 2 in the imaginary part of the dielectric function, has a mirror image centred at −2.5 eV. At +2.5 eV the absorptive tail of that image is of order \(10^{-83}\), yet the image contributes 0.08 to the real part of the dielectric function at the same energy. Removing it lowers the calculated refractive index at 1064 nm by 0.032. A term with no measurable absorption in the visible therefore shifts the index appreciably when the other parameters are held fixed; as shown below, most of that shift can be absorbed into a fitted background constant.

Let \(E=\hbar\omega\) be the photon energy, and let fields vary as \(e^{-i\omega t}\), so that absorption means a positive imaginary part \(\varepsilon_2\) at \(E>0\). The film is taken to be linear, local, isotropic and free of mobile carriers. Its dielectric function is \(\varepsilon=\varepsilon_1+i\varepsilon_2\), and a real constant \(\varepsilon_\infty\) stands for transitions far above the line. With time measured in units of \(\hbar\) divided by energy, causality reads

\[
f(E)\equiv\varepsilon(E)-\varepsilon_\infty=\int_0^\infty R(t)\,e^{iEt}\,dt .
\]

The polarization produced by a real field is real, so \(R(t)\) is real. Changing the sign of \(E\) then conjugates the integral:

\[
\varepsilon(-E)=\varepsilon^*(E),\qquad
\varepsilon_1(-E)=\varepsilon_1(E),\qquad
\varepsilon_2(-E)=-\varepsilon_2(E).
\]

A Gaussian at \(+E_0\) alone violates the last relation. Subtracting its mirror image restores it:

\[
\varepsilon_2(E)=A\left[e^{-(E-E_0)^2/\sigma^2}-e^{-(E+E_0)^2/\sigma^2}\right],
\]

with \(A\), \(E_0\) and \(\sigma\) positive. When the overlap of the two Gaussians is negligible, half the height is reached at \(|E-E_0|=\sigma\sqrt{\ln2}\), so the full width is \(\Gamma=2\sigma\sqrt{\ln 2}\). The minus sign does not make the film amplify light at positive energy, because expanding the squares gives

\[
\varepsilon_2(E)=2A\,e^{-(E^2+E_0^2)/\sigma^2}\sinh\frac{2EE_0}{\sigma^2}>0
\qquad (E>0).
\]

The real part follows from causality. For \(z\) in the upper half plane the factor \(e^{izt}\) decays with \(t\), so \(f(z)\) is analytic there, and for the smooth, decaying response used here it vanishes as \(|z|\to\infty\). Integrate \(f(\xi)/(\xi-E)\) along the real axis, passing above the point \(\xi=E\) on a small semicircle, and close the path with a large arc in the upper half plane. No singularity is enclosed and the large arc contributes nothing. The small semicircle is traversed clockwise and contributes \(-i\pi f(E)\). Hence

\[
P\int_{-\infty}^{\infty}\frac{f(\xi)}{\xi-E}\,d\xi=i\pi f(E),
\]

where \(P\) denotes the principal value. The imaginary part of this equation is

\[
\varepsilon_1(E)-\varepsilon_\infty=
\frac1\pi P\int_{-\infty}^{\infty}\frac{\varepsilon_2(\xi)}{\xi-E}\,d\xi .
\]

On the negative half of the axis put \(\xi=-\eta\). Since \(\varepsilon_2(-\eta)=-\varepsilon_2(\eta)\), that half becomes \(\int_0^\infty\varepsilon_2(\eta)/(\eta+E)\,d\eta\). Adding the two fractions gives the one-sided form

\[
\varepsilon_1(E)-\varepsilon_\infty=
\frac2\pi P\int_0^\infty\frac{\xi\,\varepsilon_2(\xi)}{\xi^2-E^2}\,d\xi .
\]

The negative-frequency partner is thus already present in the factor \(2\xi/(\xi^2-E^2)\). For a sum of two Gaussians the two-sided form is easier to evaluate, and it needs one integral,

\[
H(x)=P\int_{-\infty}^{\infty}\frac{e^{-t^2}}{t-x}\,dt .
\]

The principal value removes an interval symmetric about \(t=x\), so points at equal distances \(u\) on either side may be paired:

\[
H(x)=\int_0^\infty\frac{e^{-(x+u)^2}-e^{-(x-u)^2}}{u}\,du
=-2e^{-x^2}G(x),
\]

\[
G(x)=\int_0^\infty e^{-u^2}\,\frac{\sinh(2xu)}{u}\,du .
\]

The integrand of \(G\) is finite at \(u=0\). Differentiation with respect to \(x\) removes the denominator, and writing the hyperbolic cosine as two exponentials extends the integral to the whole line:

\[
G'(x)=2\int_0^\infty e^{-u^2}\cosh(2xu)\,du
=\int_{-\infty}^{\infty}e^{-u^2+2xu}\,du=\sqrt\pi\,e^{x^2}.
\]

The last step completes the square, \(-u^2+2xu=-(u-x)^2+x^2\). Since \(G(0)=0\),

\[
H(x)=-2\sqrt\pi\,D(x),\qquad
D(x)=e^{-x^2}\int_0^x e^{y^2}\,dy,
\]

where \(D\) is the Dawson function, an odd function of \(x\). In the first Gaussian substitute \(\xi=E_0+\sigma t\), which turns \(d\xi/(\xi-E)\) into \(dt/(t-x_-)\) with \(x_-=(E-E_0)/\sigma\). In the second substitute \(\xi=-E_0+\sigma t\), which gives \(x_+=(E+E_0)/\sigma\). Therefore

\[
\varepsilon_1-\varepsilon_\infty=\frac A\pi\,[H(x_-)-H(x_+)],
\]

\[
\boxed{\;\varepsilon_1(E)=\varepsilon_\infty+\frac{2A}{\sqrt\pi}
\left[D\!\left(\frac{E+E_0}{\sigma}\right)
-D\!\left(\frac{E-E_0}{\sigma}\right)\right]\;}
\]

The partner enters \(\varepsilon_2\) with a minus sign and \(\varepsilon_1\) with a plus sign. Because \(D\) is odd, reversing \(E\) exchanges the two terms and leaves \(\varepsilon_1\) unchanged, as reality requires.

The same result can be reached in time, without a principal value. Take

\[
R(t)=\frac{2A\sigma}{\sqrt\pi}\,e^{-\sigma^2t^2/4}\sin(E_0t)
\qquad (t>0),
\]

and zero before \(t=0\). Its transform needs two integrals:

\[
C(b)=\int_0^\infty e^{-\sigma^2t^2/4}\cos(bt)\,dt
=\frac{\sqrt\pi}{\sigma}e^{-b^2/\sigma^2},
\]

\[
S(b)=\int_0^\infty e^{-\sigma^2t^2/4}\sin(bt)\,dt
=\frac2\sigma D\!\left(\frac b\sigma\right).
\]

The first is half of a full-line Gaussian transform. For the second, differentiate with respect to \(b\) and integrate by parts, which gives \(S'=2/\sigma^2-(2b/\sigma^2)S\) with \(S(0)=0\). The definition of \(D\) gives \(D'(x)=1-2xD(x)\), so the stated \(S\) satisfies this equation and its initial condition. The imaginary part of the transform contains \(\sin E_0t\,\sin Et=\tfrac12[\cos(E-E_0)t-\cos(E+E_0)t]\), and \(C\) returns the assumed \(\varepsilon_2\). The real part contains \(\sin E_0t\,\cos Et=\tfrac12[\sin(E+E_0)t-\sin(E-E_0)t]\), and \(S\) returns the boxed formula.

This route also shows what the partner does. The Gaussian at \(+E_0\) alone corresponds to \((iA\sigma/\sqrt\pi)\,e^{-\sigma^2t^2/4}e^{-iE_0t}\), which is a complex polarization in answer to a real field. The partner supplies the complex conjugate, and the sum is the real sine above. Its envelope falls to \(1/e\) at \(t=2/\sigma\), or \(2\hbar/\sigma\) in ordinary units, which is 3.65 fs for the line considered here.

The opening contrast follows from the Dawson function at large argument. With \(y=x-q/(2x)\) in its definition,

\[
D(x)=\frac1{2x}\int_0^{2x^2}e^{-q+q^2/(4x^2)}\,dq
\simeq\frac1{2x}+\frac1{4x^3}\qquad(x\gg1).
\]

The Gaussian dies exponentially while its real counterpart falls as a power, so the partner contributes about \(A\sigma/[\sqrt\pi(E+E_0)]\) to \(\varepsilon_1\). Where \(|E-E_0|\gg\sigma\) as well, both terms may be replaced by their leading forms:

\[
\varepsilon_1-\varepsilon_\infty\simeq
\frac{A\sigma}{\sqrt\pi}\left[\frac1{E+E_0}-\frac1{E-E_0}\right]
=\frac{2A\sigma E_0}{\sqrt\pi\,(E_0^2-E^2)} .
\]

This is the response of an undamped oscillator. Far from the line, the shape of the broadening no longer matters at leading order, and the strength \(A\sigma E_0\) remains. At high energy the expression tends to \(-2A\sigma E_0/(\sqrt\pi E^2)\). The one-sided Kramers–Kronig integral gives the same tail, since for large \(E\) it becomes \(-(2/\pi E^2)\int_0^\infty\xi\varepsilon_2\,d\xi\), and

\[
\int_0^\infty E\,\varepsilon_2\,dE
=\frac12\int_{-\infty}^{\infty}E\,\varepsilon_2\,dE
=\sqrt\pi\,A\sigma E_0 .
\]

Without the partner the tail would be \(-A\sigma/(\sqrt\pi E)\), which has the wrong power of energy. At the other end of the spectrum, \(E=0\), the two terms are equal and

\[
\varepsilon_1(0)-\varepsilon_\infty=\frac{4A}{\sqrt\pi}\,D\!\left(\frac{E_0}\sigma\right),
\]

so half of the line's static contribution comes from the partner.

Reality demands an odd \(\varepsilon_2\), but it does not fix the shape near zero energy. One could instead keep the bare Gaussian for \(E>0\), cut it off at zero and continue it oddly. Then \(\varepsilon_2\) jumps at the origin from \(-g_0\) to \(g_0=Ae^{-E_0^2/\sigma^2}\). Near the origin the one-sided integral contains

\[
\frac{2g_0}\pi\,P\int_0^L\frac{\xi\,d\xi}{\xi^2-E^2}
\simeq\frac{2g_0}\pi\ln\frac LE\qquad(E\ll L),
\]

where \(L\) is a fixed energy small enough for the Gaussian to be nearly constant below it. The real part therefore diverges logarithmically as \(E\to0\). For a very broad line with \(E_0=\sigma=A=1\), numerical integration gives a slope of 0.2342 per unit of \(\ln(1/E)\), equal to \(2/(\pi e)\) to the digits shown. For the 2.5 eV line \(g_0\) is \(2.5\times10^{-21}\), and the choice has no practical consequence. The smooth subtraction matters when the width is comparable with the centre energy.

For the numerical example take \(E_0=2.5\) eV, \(\Gamma=0.6\) eV, \(A=2\), \(\varepsilon_\infty=2.6\) and a film 100 nm thick. Then \(\sigma=0.6/(2\sqrt{\ln2})=0.3603\) eV and \(2A/\sqrt\pi=2.257\). At the line centre \(x_+=2\times6.938=13.88\), so \(D(x_+)\simeq0.0361\) and the partner adds \(2.257\times0.0361=0.08\) to \(\varepsilon_1\), while its contribution to \(\varepsilon_2\) has magnitude \(2e^{-13.88^2}\sim10^{-83}\).

At 633 nm the photon energy is 1.9587 eV and \(x_-=-1.502\). The resonant term is 0.9650 and the partner term 0.0915, so

\[
\varepsilon_1=2.6+0.9650+0.0915=3.6565,\qquad
\varepsilon_2=2e^{-1.502^2}=0.209 .
\]

Direct principal-value integration gives 3.656487 for \(\varepsilon_1\), in agreement with the Dawson formula to all printed digits. With \(\varepsilon=(n+ik)^2\), the index is \(n=\sqrt{(|\varepsilon|+\varepsilon_1)/2}=1.913\), and the extinction coefficient is \(k=\varepsilon_2/(2n)=0.055\).

The resonant term has its extrema where \(D'=0\), at \(|x_-|=0.924\), or 0.333 eV from the centre. The calculated maximum and minimum of \(\varepsilon_1\) lie at 2.166 and 2.834 eV, about 1 meV farther out. The partner term decreases with energy, so the total slope vanishes where the resonant slope is slightly positive. That happens just below the resonant maximum and just above the resonant minimum.

The absorption coefficient \(\alpha=2Ek/(\hbar c)=E\varepsilon_2/(n\hbar c)\) peaks at 2.60 eV, 0.10 eV above the peak of \(\varepsilon_2\). At \(E_0\) the slope of \(\ln\varepsilon_2\) is negligible, which leaves

\[
\frac{d\ln\alpha}{dE}=\frac1{E_0}-\frac{n'}n .
\]

The first term is 0.40 per eV. Differentiating \(n^2=(|\varepsilon|+\varepsilon_1)/2\) with \(\varepsilon_2'\simeq0\) gives \(n'=\varepsilon_1'(1+\varepsilon_1/|\varepsilon|)/(4n)\). Here \(\varepsilon_1'\simeq-2.257/0.3603=-6.3\) per eV, so \(-n'/n\simeq0.94\) per eV. Dividing the sum, 1.34 per eV, by the curvature \(2/\sigma^2=15.4\) per eV² of the Gaussian's logarithm predicts a shift of about 0.09 eV. Most of the displacement thus comes from the falling index. A Gaussian fitted to \(\alpha\) and one fitted to \(\varepsilon_2\) have different centres.

At 1064 nm the partner contributes 0.1115 to \(\varepsilon_1\). Dropping it with all other parameters fixed changes the index by about \(-0.1115/(2\times1.740)=-0.032\). If a measurement fixes the optical thickness \(nd\), the inferred thickness \(d\) rises by 1.9 nm for the 100 nm film. In a fit, part of this error can hide in \(\varepsilon_\infty\). Raising that constant to 2.69, so that \(\varepsilon_1\) is correct at 633 nm, reduces the index error at 1064 nm to −0.006 and the thickness error to 0.3 nm. The remainder is the part of the partner that varies between the two wavelengths, \(0.1115-0.0915=0.020\) in \(\varepsilon_1\). The refitted constant then no longer describes the higher transitions alone.

These parameters are rough values in the regime of a spin-coated film of a PPV-type conjugated polymer, where disorder spreads the transition energies. They are not fitted to a measured film; the peak absorption they give is \(1.6\times10^5\) cm\(^{-1}\). One neglected effect is anisotropy, which arises because chains tend to lie in the film plane. Let the order parameter be \(S=(3\langle\cos^2\theta\rangle-1)/2\), with \(\theta\) the angle between the transition dipole and the film normal. The amplitude is \(A(1+2S)\) along the normal and \(A(1-S)\) in the plane. For an assumed \(S=-0.3\) and an isotropic \(\varepsilon_\infty\), the indices at 633 nm are 1.74 and 1.99, a difference of 0.26 before rounding. This birefringence is far larger than the error from dropping the partner. The in-plane index, which light at normal incidence sees, moves much less: at 1064 nm it rises from 1.740 to 1.777, a change of about the same size as the partner's 0.032.

The constant background is also a substantial approximation. Replacing it by the vacuum value 1 plus a single undamped ultraviolet resonance at 6.5 eV, matched to the same value at 2.5 eV, lowers the index at 1064 nm by 0.056. The size depends on where the match is made: matched at 633 nm the shift is 0.028, to be set against the 0.006 left by dropping the partner with the same matching. Keeping the partner therefore does not by itself make the near-infrared index accurate.

The low-energy tail of \(k\) is less secure still. The pure Gaussian gives \(6\times10^{-7}\) at 1064 nm. A homogeneous half-width of 0.02 eV, which turns each Gaussian into a Voigt profile, gives \(1.3\times10^{-3}\). A vibronic progression with a 0.18 eV mode and a Huang–Rhys factor of 1, holding the strength, mean energy and variance of the line fixed, gives \(4\times10^{-10}\). Neither the Gaussian tail nor the Lorentzian far wing should be read as a prediction of real subgap absorption. At 633 nm, nearer the line, the same two changes move \(k\) from 0.055 to 0.064 and 0.039, and \(n\) by about 0.01. The numerical output lists these cases together with the optical constants at 500 and 400 nm.

## Computed results

```
E0 = 2.5 eV, FWHM = 0.6 eV, s = 0.3603 eV
A = 2.0, eps_inf = 2.6, thickness = 100 nm
E0/s = 6.938
response envelope 1/e time = 3.65 fs
nm | eV | resonant | partner | eps1 | eps2 | n | k
1064 | 1.1653 | 0.3173 | 0.1115 | 3.0287 | 2.199e-06 | 1.7403 | 6.318e-07
633 | 1.9587 | 0.9650 | 0.0915 | 3.6565 | 2.094e-01 | 1.9130 | 5.472e-02
500 | 2.4797 | 0.1270 | 0.0819 | 2.8088 | 1.994e+00 | 1.7682 | 5.637e-01
400 | 3.0996 | -0.8627 | 0.0728 | 1.8101 | 1.255e-01 | 1.3462 | 4.660e-02
eps1 at 633 nm by direct KK quadrature = 3.656487
eps1 at 633 nm by Dawson formula = 3.656487
static eps1 - eps_inf = 0.3288
  of which partner = 0.1644
integral of E*eps2 = 3.1934 eV^2
log10 |partner eps2| at E0 = -83.3
partner eps1 at E0 = 0.0815
Dawson maximum: x = 0.9241, D = 0.5410
eps1 maximum 3.908 at 2.1660 eV
eps1 minimum 1.455 at 2.8338 eV
absorption peak = 1.563 x 1e5 cm^-1
absorption peak position = 2.6000 eV
Partner dropped (optical thickness n*d held at 1064 nm):
  eps_inf kept: n error -0.0323, d error 1.89 nm
  eps_inf refit at 633: n error -0.0058, d error 0.33 nm
refitted eps_inf = 2.6915
cut Gaussian, E0=s=A=1: log slope 0.23420, law 0.23420
cut Gaussian, example: eps2 step at 0 = 2.5e-21
Neglects: damping half-width 0.02 eV, UV pole 6.5 eV
  vibration 0.18 eV, Huang-Rhys 1.0, order -0.3
  vibronic component s = 0.2550 eV
model | n, k at 1064 nm | n, k at 633 nm
single Gaussian | 1.7403, 6.32e-07 | 1.9130, 0.0547
damped (Voigt) | 1.7403, 1.32e-03 | 1.9041, 0.0637
vibronic | 1.7400, 3.74e-10 | 1.9228, 0.0394
UV dispersion | 1.6844, 6.53e-07 | 1.8865, 0.0555
in-plane | 1.7769, 8.04e-07 | 1.9945, 0.0682
out-of-plane | 1.6648, 2.64e-07 | 1.7387, 0.0241
```
